The Single Methyl Peak in a Hydrogen-Shift Equilibrium of Methane, part 1

(Sections cited here and not found follow in the second part.)

FIRST HALF: WHY THERE IS ONE PEAK, AND WHERE IT LIES

1. What counting alone fixes

Methane in hot, partly dissociated hydrogen loses its hydrogen atoms one at a time:

CH4 + H ⇌ CH3 + H2
CH3 + H ⇌ CH2 + H2
CH2 + H ⇌ CH + H2
CH + H ⇌ C + H2

Each reaction has two molecules on either side. Its equilibrium constant therefore has no dimension, and no pressure or density is needed to make one. Each reaction also trades one H for one H2. Removing n hydrogens from methane costs n atoms H and gives n molecules H2:

CH4 + n H ⇌ CH(4−n) + n H2

At equilibrium the ratio of the species with n hydrogens removed to methane can therefore depend on the gas only through the nth power of

r = [H]/[H2].

If r is multiplied by a factor λ, the weight of a species relative to methane is multiplied by λⁿ. This scaling fixes the form of the answer: the number of removed hydrogens, n, is the exponent that measures how strongly a species responds to r. Methyl has n = 1. Its share of the carbon rises as long as it responds more strongly than the average species, and falls once it responds less strongly. The turning point should then lie where the average of n is one. The following parts prove this and state the conditions.

2. Conventions and assumptions

The label n runs from 0 to 4 and stands for CH4, CH3, CH2, CH and C in that order. The share f_n is the concentration of species n divided by the total concentration of these five species, which are called the C1 pool. Hence

f₀ + f₁ + f₂ + f₃ + f₄ = 1.

The mean number of removed hydrogens is

⟨n⟩ = f₁ + 2f₂ + 3f₃ + 4f₄.

Four assumptions are made.

(a) The gas temperature T is held fixed while r is varied, so the equilibrium constants do not change.

(b) The ratio r is set from outside, for instance by a plasma. This requires dilute carbon. Bringing the pool from pure methane to a mean ⟨n⟩ uses ⟨n⟩ atoms of H per carbon atom, and this amount must be small compared with the H present.

(c) The four shifts are fast compared with every other process that makes, destroys or transports these species.

(d) The internal states of each species, such as the two low-lying spin states of CH2, are populated thermally at T. Each species then counts as one entry with one equilibrium constant per shift.

The phrase "methyl fraction" means f₁, the share of the C1 pool. It is not the share of all carbon in the gas, because acetylene and other species with two carbon atoms lie outside the pool.

3. The fast shifts balance link by link

Let a_n be the rate coefficient for removing a hydrogen from species n, and b_n the coefficient of the reverse reaction, with n = 0, 1, 2, 3. The net flux through the link from n to n+1, per carbon atom of the pool, is

J_n = a_n [H] f_n − b_n [H2] f_(n+1).

The shares change according to

df₀/dt = −J₀
df_n/dt = J_(n−1) − J_n  for n = 1, 2, 3
df₄/dt = J₃.

In a steady state all left sides vanish. The first line gives J₀ = 0. The second line with n = 1 then gives J₁ = J₀ = 0, and in the same way J₂ = 0 and J₃ = 0. The chain has closed ends, so a steady flux has nowhere to go. Setting J_n = 0 gives

f_(n+1)/f_n = (a_n/b_n) [H]/[H2].

Forward and reverse coefficients of one reaction at one temperature are tied by its equilibrium constant, a_n/b_n = K_(n+1). Therefore

f_(n+1)/f_n = K_(n+1) r.

The individual speeds have dropped out. They decide how quickly the balance is reached, but not what it is.

4. The shares

Define the cumulative constants

β₀ = 1, β₁ = K₁, β₂ = K₁K₂, β₃ = K₁K₂K₃, β₄ = K₁K₂K₃K₄.

Multiplying the link ratios from methane up to species n gives f_n = f₀ β_n rⁿ. The shares add up to one, so f₀ = 1/Z with

Z = 1 + β₁r + β₂r² + β₃r³ + β₄r⁴,

and

f_n = β_n rⁿ / Z.

This has the form found by counting. At small r the methyl share is f₁ ≈ β₁r, because nearly all the carbon is still methane. At large r it is f₁ ≈ β₁/(β₄r³), because nearly all the carbon is atomic. It vanishes at both ends and is positive in between, so it has at least one maximum. What remains is to locate the maximum and to exclude a second one.

5. The slope law

It is convenient to use x = ln r, because d(rⁿ)/dx = n rⁿ. Differentiating Z term by term gives

dZ/dx = Σ n β_n rⁿ.

Dividing by Z turns each term into n f_n, so

d ln Z/dx = Σ n f_n = ⟨n⟩.

For species m, ln f_m = ln β_m + m x − ln Z. At fixed temperature β_m is constant, and therefore

d ln f_m/dx = m − ⟨n⟩.

For methyl, m = 1:

d ln f₁/dx = 1 − ⟨n⟩.

The methyl share rises while fewer than one hydrogen has been removed on average, is stationary when the mean is one, and falls beyond that.

6. Why the mean passes one only once

The derivative of the mean follows from the slope law, since df_n/dx = f_n (n − ⟨n⟩):

d⟨n⟩/dx = Σ n f_n (n − ⟨n⟩) = ⟨n²⟩ − ⟨n⟩² = Var(n).

The variance Var(n) = ⟨(n − ⟨n⟩)²⟩ is positive, because at any finite r > 0 all five shares are positive and n is not the same for all of them. The mean therefore grows steadily with r. It tends to 0 as r → 0 and to 4 as r → ∞. A continuous, steadily growing quantity that starts below one and ends above one takes the value one exactly once. At that point the slope of ln f₁ changes from positive to negative, so the point is a maximum. This proves the statement:

f₁ has one maximum in r, at ⟨n⟩ = 1.

The same argument with m = 2 and m = 3 shows that CH2 has one maximum, at ⟨n⟩ = 2, and CH has one, at ⟨n⟩ = 3. For m = 0 the slope −⟨n⟩ is always negative, so the methane share only falls. For m = 4 the slope 4 − ⟨n⟩ is always positive, so the share of atomic carbon only rises.

The proof was tested on 100 random chains. Each K was drawn between e⁻³ and e³, the link speeds were random as well, and the steady state was computed from the rate equations on a grid of ln r from −7 to 7 with step 0.05. Every chain showed one methyl maximum (among shares above 10⁻⁶, below which rounding could produce false ones), and the mean passed one between the grid points on either side of it.

7. The equation for the peak position

The condition ⟨n⟩ = 1 can be written as Σ (n − 1) f_n = 0, because the shares add up to one. Written out,

−f₀ + 0·f₁ + f₂ + 2f₃ + 3f₄ = 0,

or

f₀ = f₂ + 2f₃ + 3f₄.

At the peak the methane share balances the shares of the species beyond methyl, each weighted by its distance from methyl. Inserting f_n = β_n rⁿ/Z and cancelling Z gives the equation for the peak ratio r*:

β₂r*² + 2β₃r*³ + 3β₄r*⁴ = 1.

The left side grows from 0 without limit as r* grows, so there is one positive root, in agreement with part 6.

The constant β₁ is absent. If methyl is made more stable while the other four species keep their stabilities, β₁ grows at fixed β₂, β₃, β₄. The peak then becomes higher but does not move. This must be distinguished from a change of K₁ alone, which is a factor in every β_n with n ≥ 1 and therefore does move the peak.

A second route to the same equation uses the reciprocal share. Dividing Z by β₁r gives

1/f₁ = 1/(K₁r) + 1 + K₂r + K₂K₃r² + K₂K₃K₄r³.

The first term falls with r and describes carbon still held in methane. The last three rise with r and describe carbon lost beyond methyl. Setting the derivative with respect to r to zero,

−1/(K₁r²) + K₂ + 2K₂K₃r + 3K₂K₃K₄r² = 0,

and multiplying by K₁r² reproduces the peak equation. This form will be useful when another reaction is added.

8. How much of the chain is needed

Suppose the chain ended at CH3. Then f₁ = β₁r/(1 + β₁r), which rises steadily towards one. The mean stays below one, and there is no peak. A peak requires at least one further removal.

Suppose the chain ended at CH2. The peak equation would keep only its first term:

β₂r² = 1, so r = β₂^(−1/2).

Adding CH and C adds positive terms to the left side of the peak equation, so the root moves to smaller r. Atomic carbon is thus not needed for a peak to exist, but it can strongly affect where the peak lies. Its weight in the equation carries the factor 3, since each carbon atom in that form lies three removals beyond methyl.

9. Width of the peak

Differentiating the slope law once more gives

d² ln f₁/dx² = −d⟨n⟩/dx = −Var(n).

Near the peak, with x* = ln r*, the leading approximation is

f₁ ≈ f₁(r*) exp[−V (x − x*)²/2],

where V is the variance at the peak. A broad spread of carbon over the five species gives a narrow peak, because the average then responds quickly to r. The share stays above a fraction q of its maximum, in this approximation, for

|x − x*| < √(2 ln(1/q)/V).

10. Sensitivity to the equilibrium constants

Let one β_m with m ≥ 1 change by a small relative amount d ln β_m while the other β stay fixed. The peak condition Σ (n − 1) β_n rⁿ = 0 must continue to hold. Its change, divided by Z, is

(m − 1) f_m d ln β_m + Σ (n − 1) n f_n dx* = 0.

The sum is ⟨n²⟩ − ⟨n⟩. At the peak ⟨n⟩ = 1 and ⟨n²⟩ = V + 1, so the sum equals V. Hence

∂x*/∂ln β_m = −(m − 1) f_m/V.

The sign is negative for m = 2, 3, 4: making a species beyond methyl more stable draws carbon away earlier and lowers r*. For m = 1 the result is zero, as found in part 7.

SECOND HALF: A DIAMOND-GROWTH EXAMPLE AND THE LIMITS OF THE RULE

11. Symbols and results carried over

The label n = 0 to 4 counts the hydrogens removed from CH4, f_n is the share of species n in the C1 pool, r = [H]/[H2] and x = ln r. The shifts have equilibrium constants K₁ to K₄, with products β_n = K₁…K_n and β₀ = 1. At fixed temperature and balanced shifts,

f_n = β_n rⁿ/Z, Z = Σ β_n rⁿ
d ln f₁/dx = 1 − ⟨n⟩
d⟨n⟩/dx = Var(n)
β₂r*² + 2β₃r*³ + 3β₄r*⁴ = 1 at the methyl peak r*.

The variance at the peak is V.

12. Input of the example

The example is set in the regime of microwave-plasma diamond growth: a pressure of 100 Torr and hot gas at 2000 K. Each equilibrium constant is modelled as

K = exp(ΔS/k − ΔH/kT),

with ΔH and ΔS independent of temperature. For the four shifts in order,

ΔH = 0.05, 0.25, −0.15, −1.00 eV
ΔS/k = 2.5, 2.0, 0.5, −1.5.

These are rounded, rough values for illustration; part 15 shows how far they can be off. With kT = 0.1723 eV the last constant is

K₄ = exp(−1.5 + 1.00/0.1723) = exp(4.30) ≈ 74.

The four constants are 9.115, 1.732, 3.937 and 73.87. Their products are

β₁ = 9.11, β₂ = 15.79, β₃ = 62.16, β₄ = 4591.

More digits are carried here than the rough input deserves, so that the arithmetic can be followed.

13. The peak and its composition

The peak equation has the root r* = 0.0872. Its three terms are

β₂r*² = 0.120
2β₃r*³ = 0.083
3β₄r*⁴ = 0.797,

and they add up to 1.000. Solving the rate equations for the steady state and searching for the largest methyl share gives the same ratio. If the small amount of carbon is ignored, the mole fraction of H is r*/(1 + r*) = 8.0 %.

The shares at the peak are 45.0 % CH4, 35.8 % CH3, 5.4 % CH2, 1.9 % CH and 12.0 % C. The mean is

⟨n⟩ = 0.358 + 2(0.054) + 3(0.019) + 4(0.120) ≈ 1.00.

With these inputs, methyl at its maximum is still less abundant than methane. A mean of one does not say that most molecules have lost one hydrogen. Here 12 % of the carbon, in atomic form, supplies nearly half of the mean.

If the chain is cut at CH2, the peak moves to r = 15.79^(−1/2) = 0.252, which is 2.9 times the full result. That cut removes both CH and C. If only atomic carbon is left out, the peak equation becomes 15.79 r² + 124.3 r³ = 1, with the root r = 0.166, still 1.9 times the full result. In this example atomic carbon therefore cannot be left out, although it is a minority species at the peak. The shares of CH2 and CH peak later, at r = 0.135 and r = 0.199.

With balanced shifts at fixed temperature, the methyl share has a single maximum in r, where on average one hydrogen has been removed, and in the example this lies at r* = 0.0872. What remains is the width of that peak, its sensitivity to the input and to cooler gas, and the effect of processes that the balanced-shift model leaves out.
